# Stress diffusion in a strained island on a thin viscous layer, part 1

(Sections cited here and not found follow in the second part.)

## Forces, flow and the diffusion equation

**Q:** A flat, strained crystalline film sits on a layer of soft glass, and the glass sits on a rigid wafer. The glass flows, so it cannot hold the film in its strained state. But it is the same glass under every part of the film. Why should the centre of a large island behave differently from the centre of a small one?

**A:** Because the glass acts on the film through shear, and at first there is no shear under the centre. Take a short piece of film in the interior. Its neighbours pull on it from both sides with equal forces, so it has no reason to move, however soft the glass is. At an edge one neighbour is missing. Motion starts there, and the interior has to wait until the stress on its two sides becomes unequal.

To make this quantitative, let the island be a strip of width \(L\) along \(x\), with edges at \(x=\pm L/2\), and much longer along \(y\). Its thickness is \(h_f\), and it is elastic and isotropic with Young modulus \(E\) and Poisson ratio \(\nu\). The layer below has thickness \(h_g\) and Newtonian viscosity \(\eta\). Both thicknesses are much smaller than \(L\). The film does not slip on the layer, nor the layer on the base. Strains are small, and the film itself neither creeps nor forms dislocations.

**Q:** What does "strained" mean here? I want a reference state before I see a displacement.

**A:** Initially the film has the same in-plane strain \(\varepsilon_m\) along \(x\) and \(y\), measured from its unstressed crystal. Tension is positive. I measure the displacement \(u(x,t)\) along \(x\) from this strained state, so that \(u=0\) at the start and
\[
\varepsilon_{xx}=\varepsilon_m+\frac{\partial u}{\partial x},\qquad \varepsilon_{yy}=\varepsilon_m .
\]
The second relation holds far from the distant ends of the strip, for as long as relaxation from those ends has not arrived.

**Q:** Then the stress along \(x\) should be \(E\) times the strain along \(x\).

**A:** That would be right for a narrow bar free to contract sideways. Here the strain along \(y\) is held. The top face is free and the load on the bottom face is small compared with the in-plane stress, so I set \(\sigma_{zz}=0\). Hooke's law then reads
\[
E\varepsilon_{xx}=\sigma_{xx}-\nu\sigma_{yy},\qquad
E\varepsilon_{yy}=\sigma_{yy}-\nu\sigma_{xx}.
\]
Multiply the second equation by \(\nu\) and add it to the first. The terms in \(\sigma_{yy}\) cancel:
\[
E(\varepsilon_{xx}+\nu\varepsilon_{yy})=(1-\nu^2)\sigma_{xx}.
\]
With \(E'=E/(1-\nu^2)\) and the strains above, the stress \(\sigma\equiv\sigma_{xx}\) is
\[
\sigma=E'(1+\nu)\varepsilon_m+E'\frac{\partial u}{\partial x}
=\sigma_0+E'\frac{\partial u}{\partial x},
\qquad \sigma_0=\frac{E\varepsilon_m}{1-\nu}.
\]
The last form uses \(1-\nu^2=(1-\nu)(1+\nu)\). Thus \(\sigma_0\) is the initial stress, and \(E'\) is the stiffness against a further change of strain along \(x\) alone.

**Q:** Now let the glass act. Which way does its force point?

**A:** Let \(T\) be the shear force per area that the film exerts on the layer in the \(+x\) direction. The layer exerts \(-T\) on the film. Consider a piece of film between \(x\) and \(x+dx\), per unit length along \(y\). Its right neighbour pulls it with \(+h_f\sigma(x+dx)\), its left neighbour with \(-h_f\sigma(x)\), and the layer with \(-T\,dx\). Accelerations are negligible in such slow motion, so the sum is zero:
\[
h_f\sigma(x+dx)-h_f\sigma(x)-T\,dx=0
\quad\Longrightarrow\quad
h_f\frac{\partial\sigma}{\partial x}=T .
\]
This is the formal version of my first answer: uniform stress means no shear on the layer.

As a check on the sign, take a film in tension whose edges have begun to relax. Near the right edge \(\sigma\) falls with increasing \(x\), so \(T<0\). The film drags the glass inward, as a contracting film should.

**Q:** For the glass you will write \(T=\eta v/h_g\), the formula for a fluid between two sliding plates. But those plates have a uniform velocity. Your film moves fast at the edges and not at all in the centre. The fluid dragged inward has to go somewhere.

**A:** The objection is sound, and its answer affects the result by a factor of four. I therefore keep a pressure \(p\) in the layer. Let \(h\) be the local layer thickness and \(v=\partial u/\partial t\) the film velocity. Since the layer is thin compared with the distance over which \(v\) varies, the velocity changes mainly across the layer, the pressure is nearly uniform across it, and the force balance in the fluid is
\[
\eta\frac{\partial^2v_x}{\partial z^2}=\frac{\partial p}{\partial x},
\qquad v_x(0)=0,\quad v_x(h)=v .
\]
Two integrations and the two boundary values give
\[
v_x=\frac{vz}{h}-\frac{1}{2\eta}\frac{\partial p}{\partial x}\,z(h-z).
\]
The shear stress at the top is \(T=\eta\,\partial v_x/\partial z\) at \(z=h\). The derivative of \(z(h-z)\) there is \(-h\), so
\[
T=\frac{\eta v}{h}+\frac h2\frac{\partial p}{\partial x}.
\]
The volume flux per unit length along \(y\) follows from \(\int_0^h z\,dz=h^2/2\) and \(\int_0^h z(h-z)\,dz=h^3/6\):
\[
q=\int_0^h v_x\,dz=\frac{vh}{2}-\frac{h^3}{12\eta}\frac{\partial p}{\partial x}.
\]
Conservation of volume requires \(\partial h/\partial t=-\partial q/\partial x\).

**Q:** I would keep the film flat. Then \(h\) is constant and there is nothing more to discuss.

**A:** Suppose a rigid press kept it flat. Then \(q\) would not depend on \(x\). By the symmetry of the island \(q\) is odd in \(x\), so the constant is zero. Setting \(q=0\) gives
\[
\frac{\partial p}{\partial x}=\frac{6\eta v}{h^2},\qquad
T=\frac{\eta v}{h}+\frac h2\,\frac{6\eta v}{h^2}=\frac{4\eta v}{h}.
\]
The fluid dragged along by the film must return through the lower part of the layer, and this return flow quadruples the drag.

A real film is not pressed flat. It can rise or sink a little. If the pressure is negligible, then \(T=\eta v/h_g\) and \(q=vh_g/2\) to leading order in the strain, and
\[
\frac{\partial h}{\partial t}=-\frac{h_g}{2}\frac{\partial v}{\partial x}
\quad\Longrightarrow\quad
\frac{\delta h}{h_g}=-\frac12\frac{\partial u}{\partial x}.
\]
The relative change of thickness is half the change of strain, with opposite sign. A strain change of half a percent lifts the film by a quarter of a percent of the layer thickness. That is where the fluid goes.

**Q:** You said "if the pressure is negligible". A film resists bending, and one in tension resists any curvature. Even a small lift may need a large pressure.

**A:** Let us estimate it. Let \(w=\delta h\) be the lift, \(B=E'h_f^3/12\) the bending stiffness and \(N=h_f\sigma\) the tension per unit length, taken as uniform for the estimate. The film's energy per area is \(\tfrac12B(w'')^2+\tfrac12N(w')^2\), where primes are \(x\) derivatives. The layer pushes up with \(p\) and pulls sideways with \(-T\). The sideways pull acts on the bottom face, which lies \(h_f/2\) below the midplane and is displaced by \(u+(h_f/2)w'\) when the film tilts. For a small trial change \(\delta w\) away from the edges, equality of energy change and work gives
\[
\int\!\left(Bw''\delta w''+Nw'\delta w'\right)dx
=\int\!\left(p\,\delta w-\frac{h_f}{2}T\,\delta w'\right)dx .
\]
Integrating by parts to free \(\delta w\) from its derivatives gives
\[
p=Bw''''-Nw''-\frac{h_f}{2}T' .
\]

Now take \(u=a\sin kx\), with \(k=\pi/L\) for the slow, island-wide motion. Then \(w\) has amplitude \(h_gka/2\), and \(T=h_f\sigma'=E'h_fu''\) has amplitude \(E'h_fk^2a\). The pressure adds \((h_g/2)p'\) to the traction. Relative to \(T\), the amplitudes of the three additions are
\[
\frac{(kh_f)^2(kh_g)^2}{48},\qquad
\frac{|\sigma|}{E'}\frac{(kh_g)^2}{4},\qquad
\frac{(kh_f)(kh_g)}{4},
\]
from bending, tension and the offset of the traction. For instance, the first is \((h_gk/2)\,(Bk^4)(h_gka/2)\) divided by \(E'h_fk^2a\). All are small when \(L\) is much larger than both thicknesses. The thin-layer flow itself drops terms of relative order \((kh_g)^2\), among them the viscous normal stress at the top of the layer. These are small under the same condition, although they can exceed the three terms listed. The pressure's share of the flux, relative to \(vh_g/2\), is a third of its share of the traction, so the formula for the lift survives as well.

**Q:** These estimates still rest on the thin-layer flow. Is there evidence that does not?

**A:** One can solve the full equations of slow viscous flow in a layer of finite thickness, for a sinusoidal motion of its top, and couple the flow to a film that stretches and bends. I took \(h_f=50\) nm, \(h_g=100\) nm and a half wavelength of 10 µm. The thickness change divided by \(h_g\) and by the strain change came out as \(-0.4999\), against \(-\tfrac12\) above. With the top held flat, the drag was \(4.0003\) times \(\eta v/h_g\). So the free film does have the simple drag, and the pressed film has four times as much.

**Q:** Very well, \(T=\eta v/h_g\). Where does diffusion come in?

**A:** Equate the two expressions for \(T\):
\[
\frac{\eta}{h_g}\frac{\partial u}{\partial t}=h_f\frac{\partial\sigma}{\partial x}
\quad\Longrightarrow\quad
\frac{\partial u}{\partial t}=\frac{h_fh_g}{\eta}\frac{\partial\sigma}{\partial x}.
\]
The stress also depends on \(u\), through \(\sigma=\sigma_0+E'\partial u/\partial x\). Since \(\sigma_0\) does not change in time,
\[
\frac{\partial\sigma}{\partial t}
=E'\frac{\partial}{\partial x}\frac{\partial u}{\partial t}
=D\frac{\partial^2\sigma}{\partial x^2},
\qquad D=\frac{E'h_fh_g}{\eta}.
\]
This is a diffusion equation for the stress. The units of \(D\) are \(\mathrm{Pa\,m^2/(Pa\,s)}=\mathrm{m^2/s}\), as they should be. A stiffer or thicker film pulls harder for a given strain gradient, and a thicker or less viscous layer resists less.

**Q:** Nothing is being transported, though. No atoms wander from the centre to the edge.

**A:** No atomic diffusion is involved. The equation has the form of a conservation law for strain, because a displacement at one place changes the lengths on its two sides by opposite amounts. The "current" of strain is \(-\partial u/\partial t\), and it is proportional to the stress gradient because drag is proportional to velocity. If the film had inertia and no drag, the same elasticity would give waves.

**Q:** What happens at the edges? The film is stressed there at the start, yet you said that nothing pulls on it from outside.

**A:** A free edge carries no force, so \(\sigma(\pm L/2,t)=0\) for \(t>0\), while \(\sigma=\sigma_0\) everywhere inside at \(t=0\). The jump at the edge is an idealization of cutting the island out of a continuous film. Diffusion smooths it at once. Within a distance of order \(h_g\) from the edge the flow is not thin-layer flow, and I leave that zone out of the model.

**Q:** Then solve it, and show me where the size of the island enters.

**A:** Try \(\sigma=X(x)\Theta(t)\). Dividing the diffusion equation by \(DX\Theta\) gives
\[
\frac{1}{D\Theta}\frac{d\Theta}{dt}=\frac1X\frac{d^2X}{dx^2}=-k^2 .
\]
The left side depends on \(t\) and the middle on \(x\), so both are constant. The constant must be negative, because a straight line or a sum of real exponentials cannot vanish at both edges unless it is zero throughout. The starting stress is even in \(x\), so \(X=\cos kx\), and the edge condition \(\cos(kL/2)=0\) selects
\[
k_n=\frac{(2n+1)\pi}{L},\qquad n=0,1,2,\ldots
\]
Each mode decays as \(\exp(-Dk_n^2t)\). Its initial amplitude, relative to \(\sigma_0\), is the projection of 1 on the cosine:
\[
\frac2L\int_{-L/2}^{L/2}\cos k_nx\,dx
=\frac{4}{k_nL}\sin\frac{k_nL}{2}
=\frac{4(-1)^n}{(2n+1)\pi}.
\]
Therefore
\[
\frac{\sigma}{\sigma_0}=\sum_{n=0}^{\infty}\frac{4(-1)^n}{(2n+1)\pi}
\cos\frac{(2n+1)\pi x}{L}\;e^{-(2n+1)^2t/\tau_1},
\]
\[
\tau_1=\frac{1}{Dk_0^2}=\frac{L^2}{\pi^2D}
=\frac{\eta L^2}{\pi^2E'h_fh_g}.
\]
The slowest relaxation time is proportional to the square of the island width.

**Q:** I can follow the algebra, but why the square? A wider island has more glass to shear, which accounts for one factor of \(L\).

**A:** The other factor comes from the distance to be moved. To lose a given strain, the edge must travel a distance proportional to \(L\). In a given time its velocity, and with it the drag per area, is then proportional to \(L\). The area under the film supplies the second factor. The force available, about \(h_f\sigma_0\) per unit length of edge, does not grow with \(L\), so the time must grow as \(L^2\).

## Times, shapes and limits

**Q:** Before I attack the result, state what we are holding.

**A:** A strip island has width \(L\), thickness \(h_f\), Young modulus \(E\), Poisson ratio \(\nu\) and initial biaxial strain \(\varepsilon_m\). It rests on a layer of thickness \(h_g\) and viscosity \(\eta\). With \(E'=E/(1-\nu^2)\) and \(\sigma_0=E\varepsilon_m/(1-\nu)\), the stress across the strip is \(\sigma=\sigma_0+E'\partial u/\partial x\), where \(u\) is the displacement from the strained state. The drag per area is \(\eta/h_g\) times the film velocity, provided that the film can rise and sink slightly. The stress diffuses with \(D=E'h_fh_g/\eta\), vanishes at the edges, and has the slowest relaxation time \(\tau_1=L^2/(\pi^2D)\).

**Q:** Put in numbers.

**A:** I take round model parameters that stand for no particular material: \(E=150\) GPa, \(\nu=0.25\), \(\varepsilon_m=0.004\) in tension, \(h_f=50\) nm, \(h_g=100\) nm and \(\eta=10^{10}\) Pa s. Then \(E'=150/(1-0.0625)=160\) GPa and \(\sigma_0=150\times0.004/0.75\) GPa, which is 800 MPa. The diffusivity is
\[
D=\frac{(1.6\times10^{11})(5\times10^{-8})(10^{-7})}{10^{10}}\ \mathrm{m^2/s}
=8.0\times10^{-14}\ \mathrm{m^2/s},
\]
or \(0.080\ \mathrm{\mu m^2/s}\). For \(L=10\) µm,
\[
\tau_1=\frac{100}{\pi^2\times0.080}\ \mathrm{s}=127\ \mathrm{s},
\]
about two minutes. Widths of 5 µm and 20 µm give 31.7 s and 507 s. Each doubling of the width multiplies the time by four.

**Q:** So after 127 s the island is relaxed?

The stress in the strip relaxes by diffusion from its free edges, with a slowest time proportional to \(L^2\), which is 127 s for the 10 µm example. It remains to see how much stress is left after that time, where the law reaches its limits, and what changes for other island shapes and for compressed films.

Numerical values quoted here were computed with a short program.
